A bond critical point without orbital coupling between atoms

**Two exponential atoms**

Place two identical spherical atoms at z = −d and z = +d, so that their separation is R = 2d. Give each the electron density

ρ₁(r) = ρ₀ exp(−kr), k > 0,

where r is the distance from its own nucleus. A hydrogen 1s density has this form. Now add the two densities without changing either:

ρ = ρ₁(r_A) + ρ₁(r_B).

Nothing in this sum describes an electron that belongs to both atoms.

On the axis between the nuclei, r_A = d + z and r_B = d − z, so

ρ(z) = ρ₀ exp(−kd) [exp(−kz) + exp(kz)] = 2ρ₀ exp(−kd) cosh(kz).

The hyperbolic cosine has its minimum at z = 0. Its second derivative there is k², which gives the axial curvature

λ∥ = 2k²ρ₀ exp(−kd) > 0.

Now move a small distance y sideways from the midpoint. Both distances become √(d² + y²) ≈ d + y²/(2d), and to second order in y

ρ(y) ≈ 2ρ₀ exp(−kd) [1 − ky²/(2d)].

The coefficient of y² is half the second derivative, so the transverse curvature, the same in both sideways directions, is

λ⊥ = −2kρ₀ exp(−kd)/d < 0.

The gradient vanishes at the midpoint by symmetry. One curvature is positive and two are negative. Such a point is called a (3,−1) critical point: three nonzero curvatures whose signs add to −1. In the topological analysis of electron densities it is named a bond critical point. Here it exists at every separation d > 0, and from it the density rises along the axis to both nuclei, so the line called a bond path is present as well.

The Laplacian is the sum of the three curvatures:

∇²ρ = λ∥ + 2λ⊥ = 2kρ₀ exp(−kd) (k − 2/d).

It is negative for kd < 2 and positive for kd > 2. A negative Laplacian, which means that density is locally concentrated, can therefore also come from adding two unchanged atoms that stand close together.

**The objection from the Pauli principle**

A sum of atomic densities is not built from an antisymmetric product of the atomic orbitals. One might suspect that the critical point is an artefact of ignoring antisymmetry. Take one electron on each atom, with parallel spins, in real normalized orbitals a and b with overlap S = ∫ab, where 0 < S < 1. The combinations

g = (a + b)/√(2 + 2S), u = (a − b)/√(2 − 2S)

are orthonormal, and the antisymmetric state that fills both has density g² + u². Over the common denominator 2(1 − S²) this is

g² + u² = [(1 − S)(a + b)² + (1 + S)(a − b)²] / [2(1 − S²)]
= (a² + b² − 2S ab)/(1 − S²).

The orbitals are still the frozen atomic ones: the state is the determinant of a and b, and no empty orbital has been mixed in. By orbital coupling I mean the mixing of occupied orbitals of one atom with empty orbitals of the other. Antisymmetrization alone is not coupling in this sense.

For exponential orbitals a² = ρ₀ exp(−kr_A), and the product is ab = ρ₀ exp[−k(r_A + r_B)/2]. Between the nuclei r_A + r_B = R, so ab is constant along the axis and adds no axial curvature. The axial curvature is that of the plain sum divided by 1 − S², and it stays positive. In the plane midway between the nuclei r_A = r_B, so ab equals a² there and has transverse curvature −kρ₀ exp(−kd)/d. Together,

λ⊥ = −(kρ₀ exp(−kd)/d)(2 − 2S)/(1 − S²) = −2kρ₀ exp(−kd)/[d(1 + S)] < 0.

The critical point survives. At the midpoint a = b, so the density there is 2a²(1 − S)/(1 − S²) = 2a²/(1 + S). Antisymmetry lowers it below the plain sum 2a² but does not remove the point.

**Tellurium contacts**

Trigonal tellurium consists of helical chains. Rough lattice parameters are a = 0.446 nm, c = 0.593 nm and u = 0.264, where ua is the radius of the helix. Successive atoms of a chain are turned by 120° and raised by c/3, so their distance is

R = √[3(ua)² + (c/3)²] = √[(0.2039 nm)² + (0.1977 nm)²] = 0.284 nm.

The nearest contact between chains in this lattice is 0.349 nm. I take an isolated pair of Te atoms at each distance, with the nuclei held fixed, and compare three densities at the midpoint.

The first is the sum of two spherical atoms. The second is the frozen antisymmetric state. In it each atom has three spin-up 5p electrons and one spin-down electron in the 5p orbital that points at the partner, so two filled lone pairs face each other. The third is the self-consistent triplet pair, in which the orbitals may couple. All use the PBE functional, the def2-SVP basis and an effective core potential that replaces the inner electrons.

Densities are in e/bohr³ and curvatures in e/bohr⁵.

At 0.284 nm:
- summed atoms: ρ = 0.0505, λ∥ = 0.124, λ⊥ = −0.031
- frozen state: ρ = 0.0466, λ∥ = 0.207, λ⊥ = −0.031
- coupled pair: ρ = 0.0562, λ∥ = 0.082, λ⊥ = −0.035

At 0.349 nm:
- summed atoms: ρ = 0.0177, λ∥ = 0.053, λ⊥ = −0.009
- frozen state: ρ = 0.0196, λ∥ = 0.075, λ⊥ = −0.011
- coupled pair: ρ = 0.0210, λ∥ = 0.039, λ⊥ = −0.011

All six midpoints are bond critical points. In this basis the summed atoms already reach 0.0505/0.0562 = 90 % of the coupled density at the short contact and 85 % at the long one. In other units the summed densities are 341 and 120 e/nm³.

The energies differ in sign. Relative to two separate atoms in the same frozen configuration, the frozen state lies at +3.9 eV at the short contact and +0.7 eV at the long one: it is repulsive. The coupled pair lies at −3.1 eV and −1.5 eV. The last digit depends on the basis: def2-TZVP raises both frozen energies by about 0.04 eV and lowers the coupled energy at the short contact by 0.1 eV. The gap between the two states is not a pure coupling energy, because the coupled pair also has a different spin alignment and lets each atom relax internally.

The Laplacian does not sort the cases. For the coupled pair at 0.284 nm it is 0.0821 − 2 × 0.0346 ≈ 0.013 e/bohr⁵, positive although the pair is bound. In def2-TZVP it is 0.016 e/bohr⁵, so the sign holds but the second digit does not. It is positive for the other five densities too.

The density change needs care as well. At the long contact the frozen state has 10 % more density at the midpoint than the spherical atoms, without any coupling; at the short contact it has 8 % less. Two effects compete. A spherical atom spreads four 5p electrons evenly, 4/3 in each orbital, whereas the frozen atom puts two in the orbital along the axis. The other two 5p orbitals vanish on the axis, so this orientation raises the midpoint density. Antisymmetry lowers it, as the factor 1/(1 + S) showed for one orbital per atom. That orientation wins at the long contact and antisymmetry at the short one is a plausible reading, but the two parts were not computed separately. An excess over spherical atoms is thus not proof of sharing either; the orientation and the filling of the reference orbitals both matter. An atom with a single electron in the axial 5p orbital, as one would prepare it for a bond, has less density on the axis than the spherical atom with 4/3, and so gives a lower reference.

**The general statement**

Let ρ_A and ρ_B be fixed spherical densities, twice continuously differentiable away from their nuclei, with ρ′ < 0 at every radius r > 0 and a cusp at the nucleus. Let R be large enough that

|ρ_A′(0⁺)| > |ρ_B′(R)| and |ρ_B′(0⁺)| > |ρ_A′(R)|,

so that along the axis the tail of one atom does not wipe out the peak of the other. Then ρ_A + ρ_B has a minimum along the axis between the nuclei. If its axial curvature is positive there, the point is a (3,−1) critical point. All critical points away from the nuclei, at finite distance, lie on the segment between them.

*Existence.* At distance x from A on the segment,

f(x) = ρ_A(x) + ρ_B(R − x), f′(x) = ρ_A′(x) − ρ_B′(R − x).

The minus sign comes from differentiating R − x. At the left end f′(0⁺) = −|ρ_A′(0⁺)| + |ρ_B′(R)| < 0, so f falls on leaving A. At the right end f′(R⁻) = −|ρ_A′(R)| + |ρ_B′(0⁺)| > 0, so f rises on reaching B. A continuous function on a closed interval has a minimum, and neither end can be it. The minimum is therefore inside, where f′ = 0 and f″ ≥ 0.

*Curvatures.* For one atom let **u** be the unit vector from its nucleus. The gradient is ρ′**u**, with components ρ′xᵢ/r. Differentiating once more, with ∂r/∂xⱼ = uⱼ, gives

∂ᵢ∂ⱼρ = ρ″uᵢuⱼ + (ρ′/r)(δᵢⱼ − uᵢuⱼ).

The curvature is ρ″ along **u** and ρ′/r across it. On the axis both atoms have **u** parallel to the axis, so the contributions add:

λ∥ = ρ_A″ + ρ_B″, λ⊥ = ρ_A′/r_A + ρ_B′/r_B.

Both terms of λ⊥ are negative. With λ∥ > 0 the signs are those of a (3,−1) point.

*No other places.* At a distance y > 0 from the axis, the gradient component pointing away from the axis is

y(ρ_A′/r_A + ρ_B′/r_B) < 0,

so the gradient cannot vanish. On the axis but outside the segment, both densities fall in the same direction, and it cannot vanish there either. ∎

For equal atoms the midpoint has λ∥ = 2ρ″(d) and λ⊥ = 2ρ′(d)/d. Its character is decided by the radial shape of one free atom.

The condition on λ∥ has content. If ρ″(d) < 0, the midpoint of two equal atoms is a maximum in all directions, and the axial minima lie on either side of it. The cusp matters too. For Gaussian densities exp(−αr²), which have none, ρ″ = (4α²r² − 2α)ρ, and the midpoint is a (3,−1) point only for d > 1/√(2α). Closer than that, the two peaks have merged.

**Bond order of the frozen state**

For many orbitals, collect the occupied atomic orbitals of one spin as columns of C = diag(C_A, C_B). From here S is the overlap matrix of the basis functions. The density matrix of the frozen antisymmetric state is

P = C(CᵀSC)⁻¹Cᵀ,

provided the columns are linearly independent. Since PSC = C, the matrix PS leaves every combination of occupied orbitals unchanged, and whatever it acts on, the result is such a combination.

Let v be any coefficient vector on atom A. Then PSv = C_A p + C_B q for some p and q, and its part on B is (PS)_BA v = C_B q. This is a combination of occupied orbitals of B, so PS returns it unchanged, with no part on A:

(PS)_AB (PS)_BA v = 0 for every v.

The Mayer bond order, a measure of sharing, is

B_AB = 2 Σ_spin Tr[(PS)_AB (PS)_BA],

and it vanishes for the frozen state. The calculated values for the Te pair agree: zero to the six printed decimals at both distances. The coupled pair gives 2.0 at both.

That second number carries a warning. Between 0.284 and 0.349 nm the binding falls by more than half, yet the bond order stays at 2.0. It reflects how the orbitals are filled and shared, not how strongly the atoms are held. It also depends on the basis, so it is supporting evidence rather than an observable.

**Unequal atoms and bond polarity**

For neutral spherical Ag and Te atoms 0.280 nm apart, from an all-electron LDA calculation, the single axial critical point lies 0.135 nm from Ag. There ρ = 0.041 e/bohr³, λ∥ = 0.146 and λ⊥ = −0.028 e/bohr⁵. The point is displaced from the midpoint by 0.140 − 0.135 = 0.005 nm towards Ag, although no charge has been transferred. An off-centre critical point is therefore not by itself a sign of bond polarity.

Distance sets no limit on existence in the range examined. Two Te atoms from the same LDA calculation give a bond critical point at all 57 separations tried from 0.24 to 0.80 nm. At 0.60 nm the density there is 0.0004 e/bohr³, under 1 % of its value at the short contact.

**The real material**

Tellurium and its alloys serve in selectors and phase-change memory, and the lattice parameters used here are rough values for the crystal. The isolated pair leaves out the neighbours. Summing LDA atoms over the crystal moves the critical points by 0.0002 nm or less and raises the density by 0.4 % at the short contact and 1.6 % at the long one. At 300 K, a rough Debye temperature of 150 K gives an rms change of 0.017 nm in the pair distance if neighbours move independently; the summed atoms keep their critical point at twice this change in either direction. A larger basis (def2-TZVP) changes the atomic density at the midpoint by −2.6 % and −0.2 %, and the LDA atoms differ from the PBE ones by 0.4 % and 5 %.

The assumption that a real crystal breaks is that of uncoupled atoms. In the def2-SVP basis the midpoint density of the coupled isolated pair lies above that of the summed atoms by 11 % at the short contact and 18 % at the long one. With def2-TZVP the first figure rises to 17 % (coupled density 0.0574, summed atoms 0.0492, a ratio of 86 % instead of 90 %). The second was obtained in def2-SVP only, so the difference between the two contacts should not be interpreted. This excess is not due to coupling alone: it also contains the effects of antisymmetry and of how the 5p orbitals are filled. The pair energies and bond orders do not carry over to the crystal, where each atom has two short and four long contacts and its 5p electrons serve several neighbours. Spin-orbit coupling is also left out. It splits the atomic 5p level by about 0.7 eV to first order, as much as the frozen repulsion at the long contact, so the energies there support a rough comparison and no more.

A bond critical point is compatible with covalent sharing, since the bound pair has one, and equally compatible with repulsion between frozen atoms. An argument for sharing that starts from the density should compare it with that of frozen atoms at the same geometry, state how their orbitals are oriented and filled, and add evidence that depends on the orbitals or the energy. The numerical output below lists the values for both contacts.

Computed values

```
Te lattice (rough): a=0.446 nm, c=0.593 nm, u=0.264
Densities in e/bohr^3, curvatures and Laplacians in e/bohr^5
SHORT (in chain): R = 0.2840 nm
  atoms    rho=0.05047 axial=0.12441 transverse=-0.03092 Laplacian=0.06257
  frozen   rho=0.04658 axial=0.20749 transverse=-0.03082 Laplacian=0.14585
  coupled  rho=0.05621 axial=0.08209 transverse=-0.03457 Laplacian=0.01296
  summed-atom rho = 340.6 e/nm^3
  summed-atom rho / coupled rho = 0.898
  Mayer bond order: frozen 0.000000, coupled 2.027
  energy against two atoms: frozen 3.926 eV, coupled -3.143 eV
  change of atomic rho with def2-TZVP: -2.62 %
  all-electron LDA atoms against PBE atoms: 0.44 %
LONG (between chains): R = 0.3493 nm
  atoms    rho=0.01774 axial=0.05268 transverse=-0.00922 Laplacian=0.03424
  frozen   rho=0.01957 axial=0.07507 transverse=-0.01111 Laplacian=0.05286
  coupled  rho=0.02099 axial=0.03883 transverse=-0.01079 Laplacian=0.01725
  summed-atom rho = 119.7 e/nm^3
  summed-atom rho / coupled rho = 0.845
  Mayer bond order: frozen 0.000000, coupled 2.012
  energy against two atoms: frozen 0.723 eV, coupled -1.459 eV
  change of atomic rho with def2-TZVP: -0.23 %
  all-electron LDA atoms against PBE atoms: 5.24 %
Ag-Te summed atoms: R = 0.280 nm, BCP 0.1352 nm from Ag
  rho=0.04122 axial=0.14645 transverse=-0.02805
Te crystal of summed LDA atoms, short contact: rho=0.05088, BCP shift from midpoint 0.00010 nm
  isolated pair of the same LDA atoms: rho=0.05069
Te crystal of summed LDA atoms, long contact: rho=0.01896, BCP shift from midpoint 0.00015 nm
  isolated pair of the same LDA atoms: rho=0.01867
Te pair of summed LDA atoms: BCP at 57 of 57 separations, 0.24-0.80 nm
  rho at 0.60 nm = 3.699e-04 e/bohr^3
Thermal input: T = 300 K, rough Debye temperature 150 K
  rms displacement per axis 0.0123 nm, pair stretch 0.0174 nm
Neglected 5p spin-orbit splitting (first order): 0.748 eV
```
